# Does a half-quantum conductance plateau show spin polarization?

**The argument under review.** A resistive memory cell is switched slowly towards its high-resistance state. Its conductance falls in steps, and one step rests at half of $G_0=2e^2/h$. The manuscript reasons as follows: an open quantum channel carries two spins and contributes $G_0$; the plateau has half that value; one spin has therefore been removed, and the filament carries a spin-polarized current. A plateau, the manuscript adds, cannot be an accident of partial transmission, because partial transmission would give a sloping curve.

The argument has two inferences to examine: from the value $G_0/2$ to a missing spin, and from the flatness of the curve to a fully open channel.

**What the conductance determines**

Take coherent, elastic transport of effectively non-interacting electrons with conserved spin. Each spin-resolved channel $j$ then has a transmission probability $T_j$ between 0 and 1. Let $e>0$, let the left reservoir lie higher in electron energy by $eV$, and count current as positive along the electron flow from left to right.

In one channel, the states in a wave-number interval $dq$ have density $dq/2\pi$ per unit length and velocity $(1/\hbar)\,dE/dq$. They arrive at the contact at the rate

$$\frac{dq}{2\pi}\,\frac1\hbar\frac{dE}{dq}=\frac{dE}{h}.$$

The density of states has cancelled the velocity. With reservoir occupations $f_L$ and $f_R$, and with $T_j$ constant over the energies that matter,

$$I=\frac eh\sum_jT_j\int(f_L-f_R)\,dE=\frac{e^2}{h}V\sum_jT_j,$$

because the integral equals $eV$. Hence

$$\frac{G}{G_0}=\frac12\sum_jT_j .$$

The plateau value establishes $\sum_jT_j=1$ and no more. The pair $(T_\uparrow,T_\downarrow)=(1,0)$ satisfies this, and so does $(1/2,1/2)$. For one orbital mode, every pair

$$T_\uparrow=\frac{1+p}2,\qquad T_\downarrow=\frac{1-p}2$$

gives the same conductance, where $p$ is the current polarization. The manuscript's first inference would follow if each $T_j$ were restricted to 0 or 1, and its second inference is meant to justify that restriction.

**Can half transmission form a plateau?**

The second inference deserves an explicit counterexample. Join two half-infinite atomic chains, each with hopping energy $J$ and on-site energy zero, by a weaker bond $xJ$. Sites $n\le0$ lie on the left and $n\ge1$ on the right. In the chains $E=-2J\cos q$, with $q$ the phase advance per site. For a wave incident from the left,

$$\psi_n=e^{iqn}+re^{-iqn}\ (n\le0),\qquad \psi_n=be^{iqn}\ (n\ge1).$$

The equation at site 0 is $E\psi_0=-J\psi_{-1}-xJ\psi_1$. The left-hand wave, continued to site 1, would satisfy the same equation with full hopping $J$. Comparing the two gives

$$e^{iq}+re^{-iq}=x\,b\,e^{iq}.$$

The same comparison at site 1, with the right-hand wave continued to site 0, gives $b=x(1+r)$. The first condition yields $r=(xb-1)e^{2iq}$. Inserting it in the second,

$$b\,(1-x^2e^{2iq})=x\,(1-e^{2iq}).$$

Both chains have the same velocity, so $T=|b|^2$. With $s=\sin q$,

$$|1-e^{2iq}|^2=2-2\cos2q=4s^2,$$
$$|1-x^2e^{2iq}|^2=1+x^4-2x^2\cos2q=(1-x^2)^2+4x^2s^2,$$

and therefore

$$T(E)=\frac{4x^2s^2}{(1-x^2)^2+4x^2s^2},\qquad s^2=1-\left(\frac{E}{2J}\right)^2.$$

At the band centre $s=1$ and $T=4x^2/(1+x^2)^2$. Setting this to $1/2$ gives $1+x^2=2\sqrt2\,x$, whose root below one is $x=\sqrt2-1\approx0.414$. For this root $1-x^2=2\sqrt2-2=2x$, so the two terms of the denominator have equal prefactors:

$$T(E)=\frac{s^2}{1+s^2}=\frac12-\frac14\left(\frac{E}{2J}\right)^2+\dots$$

There is no linear term. Take $J=0.50$ eV as a model parameter. Both spins see the same bond, so $G/G_0=T$. It is 0.500 at the band centre, 0.496 at $E=0.125$ eV and 0.484 at $E=0.25$ eV. Over a Fermi-energy range of $\pm0.25$ eV the conductance stays within about 3% of its central value. This is a plateau without spin polarization.

Its height is not quantized. At the band centre, $x=0.35$ gives $G/G_0=0.389$ and $x=0.50$ gives 0.640. A filament whose atoms stay in place during part of a sweep keeps its $x$. Its conductance is then nearly constant, provided that it is read at a bias small compared with $J/e$ and that the Fermi energy stays near the band centre. A rearrangement that changes $x$ can produce a step. Repeated plateaus near $G_0/2$ would call for an explanation of why this value recurs, but recurrence does not by itself identify spin as the reason.

For comparison, a polarized contact can be modelled by a uniform chain in which four sites are raised by 2.50 eV for spin down. Spin up sees no obstacle and has $T_\uparrow=1$. Solving the lattice equations numerically gives $T_\downarrow\approx1\times10^{-5}$ at the band centre, so this contact also has $G/G_0=0.500$. A conductance reading there cannot separate the two models.

**A quantity that depends on the individual transmissions**

A half-open channel lets some electrons through and reflects others at random. A fully open channel transmits every arriving electron and a fully closed one reflects every electron, so neither adds this randomness. The current noise carries this difference.

Let $N$ be the net number of electrons transferred in a long time $t$. The one-sided, low-frequency noise is twice the time integral of the current correlation function, so

$$S=\frac{2e^2\,\mathrm{var}(N)}{t}.$$

In an energy interval $dE$ each channel makes $t\,dE/h$ independent attempts. In one attempt the incoming left and right states are filled independently, with probabilities $f_L$ and $f_R$. If both are filled, unitary scattering fills both outgoing states, and the net transfer is zero. If just one is filled, its electron crosses with probability $T$. Thus

$$P(+1)=Tf_L(1-f_R),\qquad P(-1)=Tf_R(1-f_L).$$

The mean is $P(+1)-P(-1)=T(f_L-f_R)$, as used for the current. The mean square is $P(+1)+P(-1)$, and the variance per attempt is

$$T\,(f_L+f_R-2f_Lf_R)-T^2(f_L-f_R)^2 .$$

Two integrals are needed. Write $\Theta$ for the common temperature of the reservoirs, $a=e^{(E-\mu_L)/k_B\Theta}$ and $c=e^{(E-\mu_R)/k_B\Theta}=a\,e^{eV/k_B\Theta}$. Then $f_L=1/(1+a)$, $f_R=1/(1+c)$, and

$$f_L+f_R-2f_Lf_R=\frac{a+c}{(1+a)(1+c)},\qquad f_L-f_R=\frac{c-a}{(1+a)(1+c)}.$$

Their ratio does not depend on energy:

$$\frac{c+a}{c-a}=\coth y,\qquad y=\frac{eV}{2k_B\Theta}.$$

It follows that $\int(f_L+f_R-2f_Lf_R)\,dE=eV\coth y$. For the second integral, use the identity

$$(f_L-f_R)^2=(f_L+f_R-2f_Lf_R)-f_L(1-f_L)-f_R(1-f_R).$$

Since $f(1-f)=-k_B\Theta\,df/dE$, each of the last two terms integrates to $k_B\Theta$. Therefore $\int(f_L-f_R)^2dE=eV\coth y-2k_B\Theta$. Collecting terms and summing over channels,

$$S=\frac{2e^2}{h}\left[2k_B\Theta\sum_jT_j^2+eV\coth y\sum_jT_j(1-T_j)\right].$$

When $V\to0$, $eV\coth y\to2k_B\Theta$. The squares of $T_j$ then cancel and $S\to4k_B\Theta G$. Equilibrium noise repeats the conductance measurement and cannot help. Subtracting it from $S$ leaves

$$S-4k_B\Theta G=\frac{2e^2}{h}\,(eV\coth y-2k_B\Theta)\sum_jT_j(1-T_j).$$

Dividing and multiplying by $\sum_jT_j$, and using $2k_B\Theta/eV=1/y$, one obtains

$$S-4k_B\Theta G=2eI\,F\left(\coth y-\frac1y\right),\qquad F=\frac{\sum_jT_j(1-T_j)}{\sum_jT_j}.$$

For $y\gg1$ the ratio of the excess noise to $2eI$ tends to $F$. The Fano factor $F$ thus measures the excess noise against the value $2eI$ of independent, rare transfers.

The contact $(1,0)$ has $F=0$, and its noise stays at the thermal value when a bias is applied. The contact $(1/2,1/2)$ has $F=1/2$. For the intermediate cases $T_\uparrow(1-T_\uparrow)=T_\downarrow(1-T_\downarrow)=(1-p^2)/4$, so

$$F=\frac{1-p^2}{2}.$$

Noise can thus give $|p|$ if a single orbital mode is known to conduct. It does not give the sign of $p$, and it is insensitive to weak polarization: $p=0.3$ lowers $F$ only from 0.500 to 0.455, whereas $p=0.9$ gives 0.095.

**Numbers for the two model contacts**

At $V=5.0$ mV both contacts carry

$$I=(38.74\ \mu\mathrm S)(5.0\ \mathrm{mV})=193.7\ \mathrm{nA}.$$

At $\Theta=4.0$ K, $y=7.253$. In units of $10^{-27}\ \mathrm{A^2/Hz}$, the thermal noise $4k_B\Theta G$ is 8.56 and $2eI$ is 62.07. Here $\coth y$ is 1 to the digits used, so $\coth y-1/y=1-0.138=0.862$. The spin-degenerate contact has

$$S=8.56+0.5\times62.07\times0.862=35.3,$$

while the polarized contact has $S=8.56$. The ratio is 4.13, although the conductances agree.

The same 5.0 mV reading at 300 K would be nearly useless for this purpose. For small $y$, $\coth y-1/y\approx y/3$. With $I=GV$, the excess noise relative to the thermal noise is then

$$\frac{2eGV\,F\,y/3}{4k_B\Theta G}=\frac{Fy^2}{3}.$$

Now $y=7.253\times4/300=0.0967$, and for $F=1/2$ the excess is 0.16% of the thermal noise. Restoring the low-temperature value of $y$ would take a bias 75 times larger, about 0.38 V. At such a bias the assumptions of constant transmission, elastic transport and a common reservoir temperature would have to be justified anew.

**What a noise measurement would and would not prove**

The manuscript cannot be repaired by replacing "half conductance means polarization" with "half transmission means $F=1/2$, so any other value means polarization". Several modes may conduct. Let spin-degenerate modes have transmissions $\tau_n$, each occurring twice. At $G_0/2$, $2\sum_n\tau_n=1$, and

$$F=2\sum_n\tau_n(1-\tau_n)=1-2\sum_n\tau_n^2 .$$

All $\tau_n$ are non-negative, so $\sum_n\tau_n^2\le(\sum_n\tau_n)^2=1/4$; the difference consists of the cross terms. Hence

$$F\ge\frac12\qquad\text{(spin-degenerate modes, }G=G_0/2).$$

Equality holds when one mode carries all the current. Two equal modes with $\tau_n=1/4$ give $F=3/4$.

A value of $F$ reliably below $1/2$ therefore excludes spin degeneracy under the stated assumptions. It also excludes an unpolarized current carried by unequal spin channels. With $\sum_jT_j=1$, $F=1-\sum_jT_j^2$. If the current is unpolarized, the transmissions of each spin sum to $1/2$, so their squares sum to at most $1/4$ for each spin, and again $F\ge1/2$. The limit $F=0$ says more: every non-negative term $T_j(1-T_j)$ must vanish, each $T_j$ is 0 or 1, and their sum of one leaves a single open spin channel. This establishes a polarized current but not its cause. Magnetic order is one possibility. An applied field is another only if its Zeeman splitting is comparable with the energy range over which the channel opens. For a $g$-factor of 2, a field of 10 T splits the spins by about 1.2 meV, far too little for a short contact with $J=0.50$ eV such as the four-site model above.

The converse inference fails. Two orbital modes of the same spin, each with $T=1/2$, carry a fully polarized current and have $F=1/2$. Finding $F=1/2$ shows that the data are compatible with one half-open degenerate mode; it does not show that polarization is absent.

**Series resistance can imitate the polarized result**

The bound applies to the contact itself. Suppose a fully open, spin-degenerate contact of conductance $G_0$ is in series with an ordinary resistor $R=1/G_0=12.9\ \mathrm{k\Omega}$. The total conductance is again $G_0/2$. Let the node between them be a reservoir at the bath temperature, with voltage fluctuation $v$, and let $i_c$ and $i_R$ be the independent noise currents of contact and resistor. At fixed total voltage the same current fluctuation passes through both:

$$\delta I=G_0v+i_c,\qquad \delta I=-\frac vR+i_R=-G_0v+i_R .$$

Adding the equations removes $v$ and gives $\delta I=(i_c+i_R)/2$. The contact has $F=0$, so each element has thermal noise $4k_B\Theta G_0$, and

$$S=\frac14\left(4k_B\Theta G_0+4k_B\Theta G_0\right)=4k_B\Theta\,\frac{G_0}{2}.$$

At 4.0 K this is $8.56\times10^{-27}\ \mathrm{A^2/Hz}$, the value found for the polarized contact, without any polarization. The resistance of electrodes and wiring must be determined separately before either the plateau height or the Fano factor is interpreted. That correction is not always enough. The resistor could be replaced by a second fully open contact inside the filament, which has the same resistance and the same equilibrium noise. If electrons relax to the bath temperature between the two contacts, the result is again $G_0/2$ with $F=0$ and no polarization. If they only lose their phase there, the occupation between the contacts is $(f_L+f_R)/2$ and $F=1/4$. If they thermalize among themselves without cooling to the bath, they heat up, and $F$ is again about 0.25 at 5.0 mV and 4.0 K. Both values are still below $1/2$. Coherent transport through the whole filament therefore needs its own support.

An error in the other direction arises if atoms near the filament switch between positions. A conductance fluctuation $\delta G$ adds $V\delta G$ to the current, and, if it is independent of the transfer noise and its statistics do not change with the bias, it adds a positive term proportional to $V^2$ to $S$. A polarized contact could then appear to have a large $F$. The shot noise derived above becomes linear in $V$ for $y\gg1$, so the bias dependence helps to separate the two, as does a measurement at frequencies high enough for the switching noise to have fallen well below the shot noise. What remains at such frequencies is the time average of the shot noise, and this can err towards low $F$. For one spin-degenerate mode whose transmission $\tau$ switches about a mean of $1/2$, $F=\langle\tau(1-\tau)\rangle/\langle\tau\rangle=1/2-2\,\mathrm{var}(\tau)$. Switching between 0.2 and 0.8 with equal dwell times gives an average conductance of $G_0/2$ and $F=0.32$, without polarization.

**Requested revision.** The plateau supports the statement that the spin-resolved transmissions sum to one, provided that series resistance has been removed. The claim of spin polarization should be withdrawn unless further evidence is supplied. Excess noise with $F$ below $1/2$ by more than its uncertainty would be such evidence, for effectively non-interacting electrons with conserved spin, on four conditions: series resistance has been removed, transport through the filament is coherent and elastic, the transmissions do not switch in time during the measurement, and they are constant over the energies set by bias and temperature. The last condition matters because a sharp transmission threshold at the Fermi energy can also give $G_0/2$ with a low $F$, without any polarization.

Numerical values quoted here were computed with a short program.
